# Stability of the Auxiliary Verlet Recursion in Extended Lagrangian Born-Oppenheimer Dynamics

In extended Lagrangian Born-Oppenheimer dynamics, the electronic input to a self-consistent-field (SCF) calculation is itself a dynamical variable. Call this auxiliary variable $n$; it may be a charge or a density coefficient. The map $\mathrm{SCF}[n]$ builds the Hamiltonian from $n$, solves it and returns the resulting electronic variable. The auxiliary variable is tied to this output by a harmonic force,

$$\ddot n=\omega^2\left(\mathrm{SCF}[n]-n\right).$$

With time step $\Delta t$, the Verlet method replaces $\ddot n$ by $(n_{k+1}-2n_k+n_{k-1})/\Delta t^2$, so that

$$n_{k+1}=2n_k-n_{k-1}+\kappa\left(\mathrm{SCF}[n_k]-n_k\right),\qquad \kappa=\omega^2\Delta t^2. \tag{1}$$

The problem is to find which values of the dimensionless number $\kappa$ keep this recursion stable. Until part (g) the nuclei are fixed, so the self-consistent solution $n^*$ is constant. The map is taken to be linear,

$$\mathrm{SCF}[n]=n^*+\gamma(n-n^*), \tag{2}$$

with a real response $\gamma$. For a smooth nonlinear map this is the leading approximation near $n^*$, but the results below are statements about the linear map. Stable errors will turn out to oscillate without decay, so small nonlinear terms can accumulate. If the error advances in phase by $\theta=2\pi/3$ per step, as it does for $\kappa=2$ and $\gamma=-\frac12$, a quadratic term oscillates with phase step $2\theta$, which equals $-\theta$ modulo $2\pi$. It then drives the error at its own frequency, and a small error can grow far beyond the linear amplitude. No dissipation is added. *Stable* means that the error $n_k-n^*$ stays bounded for every pair of starting values. The algebra uses atomic units; numerical energies are in eV and lengths in angstrom.

## (a) The characteristic polynomial

**Question.** Derive the recursion for the error $\delta_k=n_k-n^*$ and its characteristic polynomial. What does the product of the roots say about decay?

**Solution.** From (2),

$$\mathrm{SCF}[n_k]-n_k=n^*+\gamma\delta_k-(n^*+\delta_k)=-(1-\gamma)\delta_k .$$

Insert this into (1) and subtract $n^*$ from both sides. Since $2n_k-n_{k-1}-n^*=2\delta_k-\delta_{k-1}$,

$$\delta_{k+1}=(2-x)\delta_k-\delta_{k-1},\qquad x=\kappa(1-\gamma). \tag{3}$$

The trial solution $\delta_k=\lambda^k$ with $\lambda\neq0$, divided by $\lambda^{k-1}$, gives

$$\lambda^2-(2-x)\lambda+1=0. \tag{4}$$

The constant term is the product of the roots, so $\lambda_1\lambda_2=1$. Both roots cannot lie inside the unit circle. The best that can be achieved is $|\lambda_1|=|\lambda_2|=1$: errors that neither grow nor decay.

The parameter $x$ has a mechanical meaning. In continuous time the error obeys $\ddot\delta=-\omega^2(1-\gamma)\delta$. For $\omega^2>0$ and $\gamma<1$ this is an oscillator of frequency $\Omega=\omega\sqrt{1-\gamma}$, and $x=(\Omega\Delta t)^2$. A negative response stiffens the oscillator.

## (b) Which values of $x$ are stable?

**Question.** Classify the solutions of (3) for all real $x$, including the cases of a double root.

**Solution.** The discriminant of (4) is $(2-x)^2-4=x^2-4x$, so

$$\lambda_\pm=\frac{2-x\pm\sqrt{x(x-4)}}{2}. \tag{5}$$

*Case $0<x<4$.* The discriminant is negative and the roots are complex conjugates. Their product is then $|\lambda|^2=1$, so $\lambda_\pm=e^{\pm i\theta}$ with $0<\theta<\pi$. Their sum gives

$$2\cos\theta=2-x. \tag{6}$$

Because the roots are distinct, two starting values fix the coefficients in $\delta_k=Ae^{ik\theta}+Be^{-ik\theta}$. Hence $|\delta_k|\le|A|+|B|$, and the recursion is stable.

*Cases $x=0$ and $x=4$.* There is a double root $s=1$ or $s=-1$, respectively, and $2-x=2s$. The sequence $\delta_k=ks^{k-1}$ solves (3), because $s^2=1$ gives

$$2s\,ks^{k-1}-(k-1)s^{k-2}=2ks^k-(k-1)s^k=(k+1)s^k=\delta_{k+1}.$$

It grows linearly, so the recursion is unstable even though both roots have modulus one.

*Cases $x<0$ and $x>4$.* The roots are real and distinct, with product 1. If both had modulus one, they would be $1,1$ or $-1,-1$, which are not distinct. One root therefore has modulus above one, and the error generally grows exponentially. For $x>4$ this root is negative, so once it dominates the error changes sign at every step, and its growth factor is

$$|\lambda_-|=\frac{x-2+\sqrt{x(x-4)}}{2}. \tag{7}$$

The recursion is thus stable if and only if

$$0<\kappa(1-\gamma)<4. \tag{8}$$

In terms of the oscillator of part (a), the upper limit is $\Omega\Delta t<2$.

## (c) One $\kappa$ for all responses

**Question.** Find all $\kappa$ for which the recursion is stable for every $\gamma$ with $-1<\gamma<1$. What happens at the ends of this interval?

**Solution.** For these responses $0<1-\gamma<2$. If $0<\kappa\le2$, multiplication by $\kappa$ gives

$$0<\kappa(1-\gamma)<2\kappa\le4,$$

so (8) holds for every $\gamma$ in the interval. The value $\kappa=2$ is included because $\gamma=-1$ is excluded: the second inequality is strict.

No other $\kappa$ will do. At $\kappa=0$ we have $x=0$, and the error can drift linearly. For $\kappa<0$ we have $x<0$, and there is exponential growth: the spring pushes $n$ away from the SCF output. For $\kappa>2$, condition (8) requires

$$1-\gamma<\frac4\kappa,\qquad\text{that is}\qquad \gamma>1-\frac4\kappa. \tag{9}$$

Since $1-4/\kappa>-1$, there are responses with $-1<\gamma\le1-4/\kappa$ inside the interval, and these are unstable. Therefore

$$\text{stable for every }\gamma\in(-1,1)\quad\Longleftrightarrow\quad 0<\kappa\le2. \tag{10}$$

A small excess over 2 costs a small part of the interval: for $\kappa=2.1$ the responses up to $\gamma=-0.905$ are lost.

At the end $\gamma=-1$ with $\kappa=2$, we have $x=4$. Starting from $\delta_0=0$, $\delta_1=1$, the error is $k(-1)^{k-1}$, which has magnitude 1000 after 1000 steps. At the other end, $\gamma=1$, we have $x=0$ for every $\kappa$: the SCF output follows the input completely, the restoring force vanishes, and $n$ can drift.

## (d) How large does a bounded error become?

**Question.** Solve (3) for $0<x<4$ in terms of $\delta_0$ and $\delta_1$. Find the amplitude for the start $\delta_0=\delta_1=d$, and compare $\kappa=2$ with plain SCF iteration.

**Solution.** The solution is

$$\delta_k=\frac{\delta_1\sin k\theta-\delta_0\sin(k-1)\theta}{\sin\theta}. \tag{11}$$

It gives $\delta_0$ at $k=0$ and $\delta_1$ at $k=1$. It satisfies (3) because $\sin(k+1)\theta+\sin(k-1)\theta=2\cos\theta\sin k\theta$, the same identity holds with $k$ shifted by one, and $2\cos\theta=2-x$. Since the sines are at most one in magnitude,

$$|\delta_k|\le\frac{|\delta_0|+|\delta_1|}{\sin\theta}.$$

This bound diverges at both edges, $\theta\to0$ and $\theta\to\pi$, and the divergence is not an artefact of the estimate. For $\delta_0=0$, (11) gives $\delta_k=\delta_1\sin k\theta/\sin\theta$, whose magnitude at fixed $k$ tends to $k|\delta_1|$ at either edge, and $k$ may be taken as large as one likes. Since $\theta\to0$ as $\gamma\to1$, stability for each $\gamma$ does not give a common bound for all $\gamma$.

For $\delta_0=\delta_1=d$, use

$$\sin k\theta-\sin(k-1)\theta=2\cos\!\big[(k-\tfrac12)\theta\big]\sin\tfrac\theta2,\qquad \sin\theta=2\sin\tfrac\theta2\cos\tfrac\theta2 .$$

The factor $2\sin(\theta/2)$ cancels, leaving

$$\delta_k=d\,\frac{\cos[(k-\frac12)\theta]}{\cos(\theta/2)}.$$

From (6), $4\cos^2(\theta/2)=2+2\cos\theta=4-x$, and $\cos(\theta/2)>0$. The amplitude is

$$A=\frac{2|d|}{\sqrt{4-x}}. \tag{12}$$

It bounds $|\delta_k|$; how closely the bound is approached depends on the phases that the integer steps sample. For this start the edge $x\to0$ is harmless, since $A\to|d|$, but $A$ diverges as $x\to4$.

At $\kappa=2$ the terms in $n_k$ cancel in (1):

$$n_{k+1}=2\,\mathrm{SCF}[n_k]-n_{k-1}.$$

Equation (6) becomes $\cos\theta=1-(1-\gamma)=\gamma$, and $4-x=2(1+\gamma)$, so $A=|d|\sqrt{2/(1+\gamma)}$. The condition for a real angle strictly between $0$ and $\pi$ is $|\gamma|<1$.

Plain iteration, $n_{k+1}=\mathrm{SCF}[n_k]$, has the error $\gamma^k\delta_0$ and converges under the same condition. The two procedures share their range of $\gamma$ but not their behaviour: plain iteration removes the error, while the auxiliary recursion keeps it oscillating. For $0<\kappa<2$, condition (9) admits some responses below $-1$, for which plain iteration diverges.

## (e) Several electronic variables

**Question.** Let $n$ be a real vector and replace $\gamma$ by a constant Jacobian matrix $J$. Under what conditions does the result carry over?

**Solution.** The error vector obeys

$$\delta_{k+1}=2\delta_k-\delta_{k-1}-\kappa(1-J)\delta_k .$$

Suppose $J=V\,\mathrm{diag}(\gamma_j)\,V^{-1}$ with real $\gamma_j$. Multiplication by $V^{-1}$ gives a separate equation (3) for each component of $V^{-1}\delta_k$, with $x_j=\kappa(1-\gamma_j)$. The recursion is stable if and only if every $x_j$ lies between 0 and 4. If all $\gamma_j$ lie in $(-1,1)$, then $0<\kappa\le2$ suffices.

The assumption holds, for example, when $J=\chi F$ with a real symmetric response matrix $\chi$ and a real symmetric, positive definite interaction matrix $F$. Then $F^{1/2}JF^{-1/2}=F^{1/2}\chi F^{1/2}$ is symmetric, so $J$ is diagonalizable with real eigenvalues.

Both parts of the assumption matter.

*Nonreal eigenvalues.* The product of the roots of (4) is still 1, but for $\kappa\ne0$ their sum $2-\kappa(1-\gamma)$ is not real. If both roots had modulus one, then $\lambda_2=1/\lambda_1=\lambda_1^*$ and the sum would be real, a contradiction. One root therefore lies outside the unit circle, however small $|\gamma|$ may be. For $\gamma=-0.50+0.05i$ and $\kappa=2$, solving (4) gives a growth factor of 1.059 per step, although $|\gamma|<1$.

*A Jordan block.* Take $J=\begin{pmatrix}\gamma&1\\0&\gamma\end{pmatrix}$ with $0<x<4$, and call the two error components $u_k$ and $w_k$. The second obeys (3), so $w_k=a\cos(k\theta+\alpha)$. The first is driven by it:

$$u_{k+1}-2\cos\theta\,u_k+u_{k-1}=\kappa w_k .$$

Try $u_k=Ck\sin(k\theta+\alpha)$ and write $\beta=k\theta+\alpha$. The terms proportional to $k$ cancel by the sine identity of part (d). What remains on the left is

$$C[\sin(\beta+\theta)-\sin(\beta-\theta)]=2C\sin\theta\cos\beta. \tag{13}$$

Hence $C=\kappa a/(2\sin\theta)$, and the error grows linearly with $k$: the drive has the oscillator's own frequency.

## (f) A stretched two-site molecule

**Question.** Two electrons with opposite spins occupy the lowest orbital of two sites. The input excess populations are $(q,-q)$, the site energies are $(Uq,-Uq)$ and the hopping element is $-t$, with $U,t>0$. Find the SCF map and its response at self-consistency. For

$$t(R)=t_0e^{-(R-R_0)/\ell},$$

find the bond length at which stability is lost. Evaluate the result for the round parameters $U=2$ eV, $t_0=4$ eV, $R_0=1$ Å and $\ell=0.5$ Å.

**Solution.** The mean-field Hamiltonian is

$$H=\begin{pmatrix}Uq&-t\\-t&-Uq\end{pmatrix},\qquad H^2=E^2\mathbf 1,\qquad E=\sqrt{U^2q^2+t^2}.$$

Its eigenvalues are $\pm E$. The matrix $P=\frac12(\mathbf 1-H/E)$ gives 1 on the lower eigenvector and 0 on the upper one, so it projects on the occupied orbital. The population of site 1 is $2P_{11}=1-Uq/E$. Subtracting the reference population 1 gives

$$q_{\rm out}=-\frac{Uq}{\sqrt{U^2q^2+t^2}}. \tag{14}$$

For $q\neq0$ the output has the opposite sign to the input, so $q=0$ is the unique self-consistent solution. Differentiation gives

$$\frac{dq_{\rm out}}{dq}=-\frac UE+\frac{U^3q^2}{E^3}=-\frac{U(E^2-U^2q^2)}{E^3}=-\frac{Ut^2}{E^3},$$

and at $q=0$, where $E=t$,

$$\gamma=-\frac Ut. \tag{15}$$

Excess charge on a site raises its energy and drives electrons away, hence the minus sign. Stretching the bond lowers $t$ and makes this response stronger. The model has only this spin-restricted charge mode and stands for no particular molecule. In H$_2$ with the local density approximation the charge response behaves in this way and passes $-1$ between 0.74 and 1.2 Å. In Hartree-Fock it stays above $-1$ up to 2.5 Å, and if the two spins may differ, the spin response passes $\gamma=1$ near 1.2 Å, where $x<0$ for every $\kappa>0$.

Condition (8) reads $\kappa(1+U/t)<4$. For $0<\kappa<4$ this means $t>U/(4/\kappa-1)$. Inserting $t(R)$ and taking the logarithm gives $R<R_c$ with

$$R_c=R_0+\ell\ln\!\left[\frac{t_0}{U}\left(\frac4\kappa-1\right)\right]. \tag{16}$$

For $\kappa=2$ the bracket is $2\times1$, and

$$R_c=1+0.5\ln2=1.347\ \text{Å}\quad(2.545\ \text{bohr}).$$

For $\kappa=1$ it is $2\times3$, and

$$R_c=1+0.5\ln6=1.896\ \text{Å}\quad(3.583\ \text{bohr}).$$

The responses at these two limits are $-1$ and $-3$.

The linear formulas can be compared with iteration of the full map, with $H$ diagonalized numerically at each step. In the stable cases the start is $q_0=q_1=10^{-5}$, and the largest $|q_k|$ is recorded over 3000 steps.

- At $R=1.2$ Å and $\kappa=2$, $t=4e^{-0.4}=2.681$ eV, $\gamma=-0.746$ and $x=2\times1.746=3.492$. Equation (12) gives an amplitude of $2/\sqrt{0.508}=2.81$ times the start. The iteration gives 2.81.
- At $R=1.3$ Å and $\kappa=2$, $t=2.195$ eV, $\gamma=-0.911$ and $x=3.822$. The formula gives $2/\sqrt{0.178}=4.74$, and the iteration gives 4.74.
- At $R=1.4$ Å and $\kappa=2$, $t=1.797$ eV, $\gamma=-1.113$ and $x=4.226$. Equation (7) gives a growth factor of $(2.226+0.976)/2=1.60$ per step. Iteration from $10^{-8}$ gives 1.60 between steps 15 and 16.
- At the same $R=1.4$ Å but with $\kappa=1$, $x=2.113$. The motion is bounded, with amplitude $2/\sqrt{1.887}=1.46$ times the start in both the formula and the iteration.

The growth law holds while $U|q|\ll t$; at larger $q$ the map (14) is no longer linear. Beyond $R_c$ the self-consistent solution $q=0$ still exists and is still unique. What fails is the recursion that should stay near it: $R_c$ is the limit of linear stability. Just beyond it the saturation of (14) halts the growth at a finite size; for $\kappa=2$ and a start of $10^{-8}$, $|q|$ reaches about 0.3 at $R=1.36$ Å and 0.6 at $R=1.4$ Å over $2\times10^5$ steps. The map (14) is odd in $q$ and has no quadratic term, so the resonance at $\theta=2\pi/3$ mentioned at the outset does not appear here; it does for sites of unequal energy.

## (g) Moving nuclei

**Question.** Let $n^*_k$ change from step to step along a prescribed nuclear path, first with constant $\gamma$. What does the stability result still guarantee, and why not choose a very small $\kappa$?

**Solution.** Put $n_k=n_k^*+\delta_k$ into (1). The force is still $-x\delta_k$, but the second difference of $n^*$ no longer vanishes:

$$\delta_{k+1}-(2-x)\delta_k+\delta_{k-1}=-(n^*_{k+1}-2n^*_k+n^*_{k-1}). \tag{17}$$

Two auxiliary histories on the same path have the same right-hand side, so their difference obeys (3). Under condition (8) a disturbance of $n$ therefore stays bounded. The error $\delta_k$ itself also contains a driven part.

For $n_k^*=a\cos k\varphi$, the right-hand side of (17) is $2a(1-\cos\varphi)\cos k\varphi$. The trial solution $\delta_k=D\cos k\varphi$ gives $2D(\cos\varphi-\cos\theta)\cos k\varphi$ on the left. Hence, for $\cos\varphi\ne\cos\theta$,

$$D=a\,\frac{1-\cos\varphi}{\cos\varphi-\cos\theta}. \tag{18}$$

For slow nuclear motion, $\varphi\ll\theta$, the numerator is about $\varphi^2/2$ and the denominator is about $1-\cos\theta=x/2$. Thus

$$D\approx\frac{a\varphi^2}{\kappa(1-\gamma)}.$$

At fixed $\varphi$, and as long as $\varphi\ll\theta$, the driven error is inversely proportional to $\kappa$; since $\theta$ shrinks with $\kappa$, a very small $\kappa$ leaves this regime and (18) must be used in full. This is the price of a small $\kappa$: it tolerates stronger negative responses but follows the moving solution less closely. At $\varphi=\theta$ the drive is resonant, and by (13) the error grows linearly.

If $\gamma$ also changes with time, condition (8) at every step is not sufficient. Write (3) as multiplication of $(\delta_k,\delta_{k-1})^T$ by

$$M(\gamma)=\begin{pmatrix}2-x&-1\\1&0\end{pmatrix},\qquad \det M=1.$$

At $\kappa=2$ the upper left element is $2\gamma$. If $\gamma$ alternates between $\frac12$ and $-\frac12$, the matrix for two steps is

$$\begin{pmatrix}1&-1\\1&0\end{pmatrix}\begin{pmatrix}-1&-1\\1&0\end{pmatrix}=\begin{pmatrix}-2&-1\\-1&-1\end{pmatrix}.$$

Its determinant is 1 and its trace is $-3$. Two roots of modulus one have a sum of magnitude at most 2, so one root lies outside the unit circle and the error grows. Such rapid alternation is artificial, but it shows that (10) is a statement about constant $\gamma$.

Two further changes lie outside the result. If the nuclear forces depend on $n$, the path is no longer prescribed and the coupled equations must be analysed. If dissipation is added through earlier values of $n$, the characteristic polynomial is no longer (4), and the limit $\kappa=2$ cannot be carried over without a new calculation.
